# The Dirac $1s$ moment $\langle r^{-2}\rangle$ and self-adjointness of the point-Coulomb Hamiltonian, part 1

(Sections cited here and not found follow in the second part.)

## What scaling fixes

In atomic units ($\hbar=m=e=1$, $c=1/\alpha$) an electron in the field of a fixed point charge $Z$ has the Hamiltonian

$$H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2-\frac Zr .$$

Measure lengths in the reduced Compton length $1/c$, so that $\mathbf x=c\,\mathbf r$ and $\mathbf p=c\,\mathbf p_x$. Then $H/c^2=\boldsymbol\alpha\cdot\mathbf p_x+\beta-\nu/x$ with $\nu=Z/c=Z\alpha$. One number is left. As long as no boundary condition at the nucleus brings in a length of its own (part (d) of the theorem shows that one can for $\nu>\sqrt3/2$), every energy is $c^2$ times a function of $\nu$, and $\langle r^{-2}\rangle$ is $c^2$ times a function of $\nu$, or, since $c=Z/\nu$,

$$\langle r^{-2}\rangle=Z^2F(\nu).$$

The Schrödinger $1s$ radial density $4Z^3r^2e^{-2Zr}$ gives $\int_0^\infty 4Z^3e^{-2Zr}dr=2Z^2$, so $F(0)=2$.

Scaling also tells where $F$ can fail. As $r\to0$ the kinetic and Coulomb terms both grow as $1/r$, while the mass and the energy stay fixed and drop out. What remains has no length in it, so its radial solutions are powers $r^s$ with $s$, in a given angular channel, a function of $\nu$ alone. The radial system will turn out to have zero trace, which forces the two exponents to be opposite, $s=\pm\gamma(\nu)$. The moment then contains $\int_0 r^{2\gamma-2}dr\propto 1/(2\gamma-1)$, and the norm of the second solution contains $\int_0 r^{-2\gamma}dr\propto 1/(1-2\gamma)$. The exponents of the two integrands add up to $-2$. One of them therefore lies above $-1$ and the other below, so exactly one integral converges, except at $\gamma=\tfrac12$, where both integrands are $1/r$ and neither does. The threshold point thus needs its own statement: there the moment is already infinite and the second solution is not yet normalizable.

## Setting

The nucleus is a point of infinite mass, $V=-Z/r$, with $0<\nu<1$. There is one electron, without radiative corrections, and $E$ includes the rest energy. $H_{\min}$ is $H$ acting on smooth spinors that vanish near $r=0$ and for large $r$. It is symmetric, since integration by parts leaves no boundary term. Its adjoint $H_{\min}^*$ is defined on those $u\in L^2$ for which some $w\in L^2$ satisfies $\langle u,H\varphi\rangle=\langle w,\varphi\rangle$ for all such $\varphi$, and then $H^*_{\min}u=w$. The operator is essentially self-adjoint if its closure equals $H_{\min}^*$; it then has exactly one self-adjoint extension, and no boundary condition at the nucleus has to be supplied.

Write $\psi=r^{-1}\big(P\,\Omega_{\kappa m},\ iQ\,\Omega_{-\kappa m}\big)$. The spinor harmonics obey $\boldsymbol\sigma\cdot\mathbf L\,\Omega_{\kappa m}=-(1+\kappa)\Omega_{\kappa m}$, which follows from $\boldsymbol\sigma\cdot\mathbf L=J^2-L^2-\tfrac34$ with $\kappa=-(l+1)$ for $j=l+\tfrac12$ and $\kappa=l$ for $j=l-\tfrac12$. The matrix $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$ commutes with $\mathbf J$, is odd under parity and squares to one, so it maps $\Omega_{\kappa m}$ to $\Omega_{-\kappa m}$ up to a phase, fixed here by $\sigma_r\Omega_{\kappa m}=-\Omega_{-\kappa m}$. From $(\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)$,

$$\boldsymbol\sigma\cdot\mathbf p=\sigma_r\,(\boldsymbol\sigma\cdot\hat{\mathbf r})(\boldsymbol\sigma\cdot\mathbf p)=-i\sigma_r\Big(\partial_r-\frac{\boldsymbol\sigma\cdot\mathbf L}{r}\Big).$$

Since $\big(\partial_r+\tfrac{1+\kappa}{r}\big)\tfrac Pr=\tfrac1r\big(P'+\tfrac{\kappa P}r\big)$, the upper spinor is mapped to $\tfrac ir(P'+\kappa P/r)\,\Omega_{-\kappa m}$, and, with $\kappa\to-\kappa$ and the extra factor $i$, the lower one is mapped to $-\tfrac1r(Q'-\kappa Q/r)\,\Omega_{\kappa m}$. The lower and upper rows of $H\psi=E\psi$ become

$$P'=-\frac\kappa rP+\frac{E+c^2-V}{c}\,Q,\qquad Q'=\frac\kappa rQ-\frac{E-c^2-V}{c}\,P. \tag{1}$$

For $u=(P,Q)$ put $|u|^2=|P|^2+|Q|^2$; the norm of $\psi$ is $\int_0^\infty|u|^2dr$. With $V=-Z/r$, equation (1) reads

$$u'=\Big(\frac Mr+N\Big)u,\quad M=\begin{pmatrix}-\kappa&\nu\\-\nu&\kappa\end{pmatrix},\quad N=\frac1c\begin{pmatrix}0&c^2+E\\c^2-E&0\end{pmatrix}. \tag{2}$$

The determinant $\det(s-M)=(s+\kappa)(s-\kappa)+\nu^2=s^2-\gamma^2$ defines $\gamma=\sqrt{\kappa^2-\nu^2}>0$. The first row of $(s-M)v=0$ gives the real eigenvectors $v_\pm=\big(1,(\kappa\pm\gamma)/\nu\big)$. Unless a channel is named, $\gamma=\sqrt{1-\nu^2}$, and $\gamma=\tfrac12$ means $\nu^2=\tfrac34$, that is $Z_c=\sqrt3/(2\alpha)=118.68$.

## The theorem

**Theorem.** Under these assumptions:

(a) The $1s$ state has $E=\gamma c^2$. For $\nu<\sqrt3/2$,
$$\langle r^{-2}\rangle=\frac{2Z^2}{\gamma(2\gamma-1)},\qquad \langle p^2\rangle=Z^2+\nu^2\langle r^{-2}\rangle. \tag{3}$$
For $\nu\ge\sqrt3/2$ both are $+\infty$.

(b) For any complex $E$, a solution of (1) that is independent of the regular one is square integrable near $r=0$ if and only if $\kappa=\pm1$ and $\nu>\sqrt3/2$.

(c) $H_{\min}$ is essentially self-adjoint for $\nu\le\sqrt3/2$, the threshold included. For $\sqrt3/2<\nu<1$ it is not: the equations $H^*_{\min}u=\pm ic^2u$ have four independent solutions each, one per channel $\kappa=\pm1$, $m=\pm\tfrac12$.

(d) For $\sqrt3/2<\nu<1$, write $P=Ar^\gamma+Br^{-\gamma}+o(r^\gamma)$. The self-adjoint extensions within one such channel are the conditions "$B/A$ equals a fixed real number or $\infty$". For $\kappa=-1$ and $B/A=\ell^{2\gamma}$, the lowest level in $(-c^2,c^2)$ falls monotonically from $\gamma c^2$ to $-\gamma c^2$ as the length $\ell$ runs from $0$ to $\infty$. An eigenfunction has finite $\langle r^{-1}\rangle$ only if $B=0$.

## The exact solutions and the moments

**Lemma 1.** For $\kappa=-1$ and either $s=+\gamma$ or $s=-\gamma$, the pair $P=r^se^{-Zr}$, $Q=q_sP$ with $q_s=(s-1)/\nu$ solves (1) with $E=sc^2$. Moreover $1+q_s^2=2/(1+s)$.

*Proof.* Insert the pair in (2), divide by $P$, and match the terms in $1/r$ and the constants. The first row gives $s=1+\nu q_s$ and $-Z=(c^2+E)q_s/c$. The first of these is the definition of $q_s$. In the second, $E=sc^2$ gives $c(1+s)(s-1)/\nu=-c\nu^2/\nu=-Z$, by $s^2=1-\nu^2$. The second row gives $sq_s=-\nu-q_s$ and $-Zq_s=(c^2-E)/c$. The first is $(s+1)(s-1)/\nu=-\nu$, true for the same reason, and the second is $-c\nu(s-1)/\nu=c(1-s)$. Finally $q_s^2=(1-s)^2/(1-s^2)=(1-s)/(1+s)$. $\square$

The solution with $s=+\gamma$ is the $1s$ state: it tends to the Schrödinger function $re^{-Zr}$ as $\nu\to0$, and Remark 4 shows that no regular $\kappa=-1$ level lies below it in the gap.

*Proof of (a).* Both components have the same radial shape. With $\int_0^\infty r^{k}e^{-2Zr}dr=\Gamma(k+1)/(2Z)^{k+1}$ for $k>-1$, the normalized density is $\mathcal N^2r^{2\gamma}e^{-2Zr}$, $\mathcal N^2=(2Z)^{2\gamma+1}/\Gamma(2\gamma+1)$, shared between $P^2$ and $Q^2$ in the fractions $1/(1+q^2)=(1+\gamma)/2$ and $(1-\gamma)/2$, where $q=q_\gamma$. Then

$$\langle r^{-1}\rangle=2Z\,\frac{\Gamma(2\gamma)}{\Gamma(2\gamma+1)}=\frac Z\gamma,\qquad
\langle r^{-2}\rangle=(2Z)^2\frac{\Gamma(2\gamma-1)}{\Gamma(2\gamma+1)}=\frac{4Z^2}{2\gamma(2\gamma-1)},$$

where $\Gamma(2\gamma+1)=2\gamma(2\gamma-1)\Gamma(2\gamma-1)$ was used and the second integral needs $2\gamma-2>-1$. For $\gamma\le\tfrac12$ the integrand is positive and at least a constant times $1/r$ near the origin, so the integral is $+\infty$.

For the momentum, the eigenvalue equation gives $c\,\boldsymbol\alpha\cdot\mathbf p\,\psi=(E-V-\beta c^2)\psi$ away from the origin. No point term is hidden there: integrating by parts outside a sphere of radius $\epsilon$ leaves a surface term of size $\epsilon^2\epsilon^{\gamma-1}\to0$. In Fourier space $(\boldsymbol\alpha\cdot\mathbf k)^2=k^2$, so $\|\boldsymbol\alpha\cdot\mathbf p\,\psi\|^2=\langle p^2\rangle$, finite or not. Since $\beta=+1$ on $P$ and $-1$ on $Q$, and the difference of the two fractions is $\gamma$,

$$c^2\langle p^2\rangle=\Big\langle\Big(E+\frac Zr\Big)^2\Big\rangle+c^4-2c^2\gamma\Big\langle E+\frac Zr\Big\rangle .$$

The factorization of the last term uses the common shape of $P$ and $Q$. With $E=\gamma c^2$ the first term contains $2\gamma c^2Z\langle r^{-1}\rangle$, which cancels against the same piece of the last term. What remains is $\gamma^2c^4+c^4-2\gamma^2c^4+Z^2\langle r^{-2}\rangle=\nu^2c^4+Z^2\langle r^{-2}\rangle$. Division by $c^2$, with $\nu c=Z$, gives (3). $\square$

*Remark 1 (meaning).* The moment is the squared norm of the potential term, $\|V\psi\|^2=Z^2\langle r^{-2}\rangle$. For $\gamma\le\tfrac12$ neither $V\psi$ nor $c\,\boldsymbol\alpha\cdot\mathbf p\,\psi$ is square integrable, while their sum is: the singular parts cancel. The mean $\langle V\rangle=-Z^2/\gamma$ stays finite for all $\nu<1$, and the ratio of the root-mean-square potential to $|\langle V\rangle|$ is $\sqrt{2\gamma/(2\gamma-1)}$, equal to $\sqrt2$ in the Schrödinger limit. A point magnetic dipole has a vector potential falling as $r^{-2}$, and $\boldsymbol\alpha$ connects the upper to the lower spinor, so the first-order hyperfine splitting is proportional to $\int 2PQ\,r^{-2}dr$. Here $2PQ$ is the density times $2q/(1+q^2)=(\gamma-1)(1+\gamma)/\nu=-\nu$, so the integral is $-\nu\langle r^{-2}\rangle$. Divided by its leading weak-field value $-2\nu Z^2$ it is the Breit factor $1/[\gamma(2\gamma-1)]$, which diverges at the same charge.

*Remark 2 (limits).* For small $\nu$ put $\gamma=1-\delta$ with $\delta=\nu^2/2+\nu^4/8+\dots$ Then $\gamma(2\gamma-1)=1-3\delta+2\delta^2$, whose inverse is $1+3\delta+(9-2)\delta^2+\dots$, and

$$\langle r^{-2}\rangle=2Z^2\Big(1+\tfrac32\nu^2+\tfrac{17}8\nu^4+\dots\Big),$$

because $\tfrac38+\tfrac74=\tfrac{17}8$. Near the threshold, $\gamma^2-\tfrac14=\nu_c^2-\nu^2$ with $\nu_c=\sqrt3/2$ gives the exact relation

$$2\gamma-1=\frac{2\alpha(Z_c-Z)(\nu_c+\nu)}{\gamma+\tfrac12}.$$

At leading order $\nu_c+\nu\to\sqrt3$, $\gamma+\tfrac12\to1$ and $2Z^2/\gamma\to4Z_c^2$, so there is a simple pole,

$$\langle r^{-2}\rangle\simeq\frac{2Z_c^2}{\sqrt3\,\alpha\,(Z_c-Z)} . \tag{4}$$

With $\Delta=Z_c-Z$ and $\gamma=\tfrac12+\epsilon$, the relative first-order corrections are $-2\Delta/Z_c$ from $Z^2$, $-2\epsilon$ from $1/\gamma$, $+\epsilon$ from $\gamma+\tfrac12$ and $+\Delta/(2Z_c)$ from $1/(\nu_c+\nu)$. The exact value is (4) times $1-\tfrac32\Delta/Z_c-\epsilon$ to this order.

## Solutions near the origin and at infinity

**Lemma 2 (Green identity).** Let $u_1,u_2$ solve (1) in the same channel with energies $E_1,E_2$, and let $W[u_1,u_2]=P_1Q_2-Q_1P_2$. Then
$$W'=\frac{E_1-E_2}{c}\,(P_1P_2+Q_1Q_2). \tag{5}$$

*Proof.* In $W'=P_1'Q_2+P_1Q_2'-Q_1'P_2-Q_1P_2'$ the $\kappa$ terms are $(\kappa/r)(-P_1Q_2+P_1Q_2-Q_1P_2+Q_1P_2)=0$. The $Q_1Q_2$ terms are $[(E_1+c^2-V)-(E_2+c^2-V)]/c$, and the $P_1P_2$ terms are $[-(E_2-c^2-V)+(E_1-c^2-V)]/c$. $\square$

For $E_1=E_2$ the Wronskian is constant. If $u$ solves (1) at $E$, then $u^*$ solves it at $E^*$, and $W[u^*,u]=2i\,\mathrm{Im}(P^*Q)$, so

$$\frac d{dr}\,\mathrm{Im}(P^*Q)=-\frac{\mathrm{Im}\,E}{c}\,|u|^2. \tag{6}$$

**Lemma 3 (origin).** For every complex $E$ there is a solution $u_+=r^\gamma\big(v_++O(r)\big)$. Every solution $u$ independent of it obeys $|u|\ge Cr^{-\gamma}$ on $(0,1]$ with $C>0$. If $\gamma<\tfrac12$ there is a solution $u_-=r^{-\gamma}\big(v_-+O(r)\big)$.

*Proof.* Put $u=\sum_n c_nr^{s+n}$ in (2). The powers match if $(s-M)c_0=0$ and $(s+n-M)c_n=Nc_{n-1}$. For $s=\gamma$ the determinant is $(\gamma+n)^2-\gamma^2=n(n+2\gamma)\ne0$. The inverse matrix has entries of order $n$ over a determinant of order $n^2$, so $|c_n|\le K|c_{n-1}|/n$ and the series converges for all $r$. Hence $|u_+|\le C_+r^\gamma$ on $(0,1]$. For an independent $u$ the constant $w=W[u_+,u]$ is not zero, and the Cauchy–Schwarz inequality gives $|w|\le|u_+||u|$, so $|u|\ge|w|r^{-\gamma}/C_+$. For $s=-\gamma$ the determinant is $n(n-2\gamma)$, which does not vanish for $n\ge1$ when $2\gamma<1$. $\square$

The Wronskian bound covers the cases with integer $2\gamma$, the threshold among them, where the series for $s=-\gamma$ may break down and a logarithm can enter.

*Proof of (b).* If $\gamma\ge\tfrac12$, then $|u|^2\ge C^2r^{-2\gamma}\ge C^2/r$ on $(0,1]$, which is not integrable. If $\gamma<\tfrac12$, every solution is $Au_++Bu_-$ and $r^{-2\gamma}$ is integrable. For $|\kappa|\ge2$ and $\nu<1$ one has $\gamma>\sqrt3>\tfrac12$. For $|\kappa|=1$, $\gamma<\tfrac12$ means $\nu>\sqrt3/2$. $\square$

**Lemma 4 (infinity).** A solution that is square integrable on $(1,\infty)$ tends to zero, and for given $E$ and $\kappa$ such solutions form a space of dimension at most one.

*Proof.* On $(1,\infty)$ the matrix in (2) is bounded, so $u'\in L^2$ and $(|u|^2)'=2\,\mathrm{Re}(u^*\cdot u')$ is integrable. Then $|u|^2$ has a limit, which is zero because $|u|^2$ is integrable. Two such solutions have a constant Wronskian that tends to zero, so they are dependent. $\square$

**Lemma 5 (the decaying solution).** Let $E$ be real with $|E|<c^2$, or $E=\pm ic^2$. Put $\xi=\sqrt{c^2+E}$, $\zeta=\sqrt{c^2-E}$ (principal roots), $\lambda=\xi\zeta/c>0$, $\eta=\nu E/(c\lambda)$, $\mu=\nu c/\lambda$, $a=\gamma-\eta$, $d=\gamma+\eta$, $\rho=2\lambda r$, and assume $\mathrm{Re}\,a>0$. Define
$$G=\int_0^\infty e^{-\rho t}t^{a-1}(1+t)^ddt,\qquad F=\int_0^\infty e^{-\rho t}t^{a}(1+t)^{d-1}dt .$$
Then $P=\xi(f+g)$, $Q=\zeta(f-g)$ with $g=e^{-\rho/2}\rho^\gamma G/\Gamma(a)$ and $f=(\kappa+\mu)e^{-\rho/2}\rho^\gamma F/\Gamma(a+1)$ is a nonzero solution of (1) that decays exponentially. As $r\to0$, $P\,\rho^{\gamma}/\xi\to\Gamma(2\gamma)(\kappa+\mu+a)/\Gamma(a+1)$, and for $\gamma<\tfrac12$
$$\frac BA=(2\lambda)^{-2\gamma}\,\frac{\Gamma(1+2\gamma)\,\Gamma(1-\gamma-\eta)}{\Gamma(1-2\gamma)\,\Gamma(1+\gamma-\eta)}\;\frac{\kappa+\mu+\gamma-\eta}{\gamma+\eta-\kappa-\mu}. \tag{7}$$

The functions $G/\Gamma(a)$ and $F/\Gamma(a+1)$ are the Tricomi functions $U(a,2\gamma+1,\rho)$ and $U(a+1,2\gamma+1,\rho)$.

*Proof.* Divide the first row of (2) by $\xi$ and the second by $\zeta$, and use $\xi^2\zeta/(c\xi)=\zeta^2\xi/(c\zeta)=\lambda$:

$$(f+g)'=-\frac\kappa r(f+g)+\Big(\lambda+\frac{\nu\zeta}{\xi r}\Big)(f-g),\quad (f-g)'=\frac\kappa r(f-g)+\Big(\lambda-\frac{\nu\xi}{\zeta r}\Big)(f+g).$$

With $\zeta/\xi-\xi/\zeta=-2E/(c\lambda)$ and $\zeta/\xi+\xi/\zeta=2c^2/(c\lambda)$, half the sum and half the difference are

$$rf'=(\lambda r-\eta)f-(\kappa+\mu)g,\qquad rg'=(\eta-\lambda r)g+(\mu-\kappa)f .$$

Removing the factor $e^{-\rho/2}\rho^\gamma$ (tildes) and using $r\,d/dr=\rho\,d/d\rho$ turns these into $\rho\tilde f'+(d-\rho)\tilde f=-(\kappa+\mu)\tilde g$ and $\rho\tilde g'+a\tilde g=(\mu-\kappa)\tilde f$, with primes now in $\rho$. Differentiation under the integral gives $\rho G'=-\rho\int e^{-\rho t}t^a(1+t)^ddt$, and also $\rho F'-\rho F=-\rho\int e^{-\rho t}(t+1)t^a(1+t)^{d-1}dt$, which is the same integral. Since $-\rho e^{-\rho t}=\partial_te^{-\rho t}$ and the boundary terms vanish for $\mathrm{Re}\,a>0$, integration by parts gives it the value $-aG-dF$. Thus $\rho G'+aG=-dF$ and $\rho F'+(d-\rho)F=-aG$. The second relation times $(\kappa+\mu)/\Gamma(a+1)$ is the equation for $\tilde f$. The first, divided by $\Gamma(a)$, has the right side $-adF/\Gamma(a+1)$, and it is the equation for $\tilde g$ if $-ad=\mu^2-\kappa^2$. This holds because $ad=\gamma^2-\eta^2$ and $\mu^2-\eta^2=\nu^2(c^4-E^2)/(c\lambda)^2=\nu^2=\kappa^2-\gamma^2$.

For $\rho\ge1$ the integrals are bounded by their absolute versions at $\rho=1$, so $e^{-\rho/2}$ gives the decay. For small $\rho$ substitute $t=\tau/\rho$ and use $a+d=2\gamma$: $\rho^{2\gamma}G=\int e^{-\tau}\tau^{a-1}(\tau+\rho)^dd\tau\to\Gamma(2\gamma)$ by dominated convergence, and likewise $\rho^{2\gamma}F\to\Gamma(2\gamma)$. So $g\neq0$, and $\rho^{2\gamma}(\tilde f+\tilde g)\to\Gamma(2\gamma)[a+\kappa+\mu]/\Gamma(a+1)$.

For $2\gamma<1$ the next term is a constant. The difference $G-\Gamma(2\gamma)\rho^{-2\gamma}=\int e^{-\rho t}\big[t^{a-1}(1+t)^d-t^{2\gamma-1}\big]dt$ has a bracket of order $t^{2\gamma-2}$ at large $t$, so it tends to the integral $J$ of the bracket. Using $t^a(1+t)^{d-1}=t^{a-1}(1+t)^d-t^{a-1}(1+t)^{d-1}$,

$$\frac d{dt}\big[t^a(1+t)^d-t^{2\gamma}\big]=2\gamma\big[t^{a-1}(1+t)^d-t^{2\gamma-1}\big]-d\,t^{a-1}(1+t)^{d-1}.$$

The left bracket vanishes at $0$ and, as $t^{2\gamma-1}$, at $\infty$. The last term integrates to $d$ times the Euler beta integral $\Gamma(a)\Gamma(1-2\gamma)/\Gamma(1-d)\equiv2\gamma\,\Gamma(a)K$, which defines $K$. Hence $J=d\,\Gamma(a)K$. The same splitting of $t^a(1+t)^{d-1}$ gives the constant of $F$ as $J-2\gamma\Gamma(a)K=-a\Gamma(a)K$. The constant of $\tilde f+\tilde g$ is therefore $K(d-\kappa-\mu)$. The factor $e^{-\rho/2}$ changes $P$ only at order $r^{1-\gamma}=o(r^\gamma)$. So $A=\xi(2\lambda)^\gamma K(d-\kappa-\mu)$ and $B=\xi(2\lambda)^{-\gamma}\Gamma(2\gamma)(\kappa+\mu+a)/\Gamma(a+1)$, and $2\gamma\Gamma(2\gamma)=\Gamma(1+2\gamma)$ gives (7). $\square$

*Remark 3 (range).* For $E=\pm ic^2$, $\lambda=\sqrt2c$ and $\eta=\pm i\nu/\sqrt2$, so $\mathrm{Re}\,a=\gamma>0$. For real $E$ and $|\kappa|=1$, $\eta$ increases with $E$ and equals $\gamma$ at $E=\gamma c^2$ (where $\lambda=Z$, $\mu=1$), so $a>0$ means $E<\gamma c^2$. The integral $F$ converges for $a>-1$, and $\tilde g=-[\rho F'+(d-\rho)F]/\Gamma(a+1)$ is analytic in $a$ there, so the solution and (7) continue analytically to energies at and somewhat above $\gamma c^2$.

*Remark 4 (the $1s$ state is the lowest regular level).* For real $E$ put $\theta=\mu-\eta=\nu(c^2-E)/(c\lambda)=\nu\sqrt{(c^2-E)/(c^2+E)}$. It decreases in $E$, and $\nu^2=(1-\gamma)(1+\gamma)$ gives $\theta=1-\gamma$ at $E=\gamma c^2$ and $\theta=1+\gamma$ at $E=-\gamma c^2$. For $\kappa=-1$ the coefficient of $r^{-\gamma}$ in Lemma 5 is proportional to $\theta-1+\gamma$, which is positive for $-c^2<E<\gamma c^2$. The only decaying solution is then irregular, for every $0<\nu<1$.

Parts (a) and (b) of the theorem are now proved, and the solutions of (1) are known near the origin and at infinity. What remains is to prove (c) and (d), to replace the point by a nucleus of small radius, and to check the results numerically.
